Helium's Forbidden 2 3P–4 3F Line in a Static Electric Field

**Q:** Helium emits at 447.1 nm in the transition 4 3D → 2 3P. The transition 4 3F → 2 3P is forbidden by parity, so there can be no line at its wavelength, with or without an electric field. A field can shift levels, but it can't repeal a selection rule.

**A:** The rule is sound for the field-free atom. With the core electron in 1s, the parity of the state is (−1)^l, where l belongs to the outer electron. Both 2P and 4F are odd. The dipole operator is odd too, so the integrand of ⟨2P|r|4F⟩ is odd and the integral vanishes. This concerns electric-dipole light; a quadrupole operator is even, and parity doesn't forbid its much weaker emission.

Now put the atom in a uniform field F along z. The electron has charge −e, so in atomic units its energy gains the term F z, and the Hamiltonian becomes

H = H₀ + F z.

This term changes sign under inversion. H no longer commutes with parity, and its eigenstates need not have definite parity. Rotation about z is still a symmetry, so M is conserved. For |M| ≤ 2, the state that was 4F acquires some 4D with the same M, and that part can radiate to 2P. The sublevels M = ±3 have no 4D partner and contribute nothing to this line.

**Q:** Any such admixture must be tiny. Why should 4D matter so much?

**A:** Because it lies very close to 4F. In hydrogen, without relativity, the two would coincide. In helium the He⁺ core separates them, and the gap Δ = E(4F) − E(4D) can be modelled with a frozen 1s core of nuclear charge Z = 2. There are three effects.

First, the outer electron penetrates the core. The core's radial density is 4Z³s²exp(−2Zs), and its repulsion at radius r is the charge inside r divided by r, plus the contribution from outside:

J(r) = (1/r)[1 − (1 + 2Zr + 2Z²r²)exp(−2Zr)] + (Z + 2Z²r)exp(−2Zr)
  = 1/r − (1/r + Z)exp(−2Zr).

Adding −Z/r with Z = 2 leaves −1/r − (1/r + Z)exp(−2Zr), a unit charge plus a short-range attraction.

Second, a triplet has an antisymmetric spatial function, so the repulsion is J − K. With c and u the radial functions (times r) of core and outer electron,

K = [1/(2l+1)] ∬ c(r)u(r) [r<^l / r>^(l+1)] c(r′)u(r′) dr dr′,

where r< and r> are the smaller and larger radius.

Third, the outer electron polarizes the core. Its field at the core is about E = 1/r². A uniform field perturbs the core by E s cosθ, and the first-order change of the 1s function ψ₀ is

ψ₁ = −E [s/Z² + s²/(2Z)] cosθ ψ₀.

To verify this, write ψ₁ = g(s)cosθ ψ₀. The equation (H₀ − E₀)ψ₁ = −E s cosθ ψ₀ becomes

−½(g″ + 2g′/s − 2g/s²) + Zg′ = −E s.

The bracket equals −2E/Z, so the first term gives +E/Z, and Zg′ gives −E/Z − E s, so the equation holds. Keeping the response inside r, where the uniform-field picture is reasonable, gives

α(r) = (8Z³/3) ∫₀^r exp(−2Zs)[s⁴/Z² + s⁵/(2Z)] ds
  = [2P(5,2Zr) + (5/2)P(6,2Zr)]/Z⁴,

with P the regularized incomplete gamma function. The induced energy is −½αE² = −α(r)/(2r⁴). At large r, α = 4.5/16 = 0.28125 a.u.

Near the nucleus u varies as r^(l+1), so a D electron gets closer to the core than an F electron and is lowered more. The computed gap is 8.3 cm⁻¹; without core polarization it is 2.1 cm⁻¹. The model omits relativity, higher core multipoles and the core's delayed response. The measured gap is about 7.4 cm⁻¹. The static exchange is also too strong: it supplies about 1.7 cm⁻¹ of the model gap, while the measured 4 1D – 4 3D splitting of about 2 cm⁻¹ implies about 1 cm⁻¹. The form of the polarization term matters as well: the full adiabatic dipole potential, in place of the cut-off α(r), gives 8.5 cm⁻¹. Below I use the model's value with all its digits, 8.349 cm⁻¹, for consistent arithmetic, not as a claim of that accuracy.

**Q:** Where would the forbidden line be?

**A:** From λ = 1/ν̃, a small change obeys |δλ| = λ²δν̃. With 1 cm⁻¹ = 10⁻⁷ nm⁻¹,

|δλ| = (447.1 nm)² × 8.349 × 10⁻⁷ nm⁻¹ ≈ 0.17 nm.

4F lies higher, so its line is on the short-wavelength side. I took 447.1 nm as given for this conversion; the model's own value is 444.5 nm.

**Q:** And how strongly does the field couple the two states?

**A:** The matrix element of z is a radial integral times an angular one. For the angular part use, with μ = cosθ and M ≥ 0,

5μP₂^M = (3−M)P₃^M + (2+M)P₁^M.

The squared normalization of P_l^M is proportional to (2l+1)(l−M)!/(l+M)!. Its ratio for l = 2 to l = 3 is (5/7)(3+M)/(3−M). Hence

|⟨3M|cosθ|2M⟩|² = [(3−M)²/25](5/7)(3+M)/(3−M) = (9−M²)/35.

For the radial part, hydrogenic n = 4 functions are good enough. With t = r/2,

u_F = a t⁴exp(−t/2),  u_D = b t³(6−t)exp(−t/2).

Since dr = 2dt, normalization requires 2a²·8! = 1 and 2b²(36·6! − 12·7! + 8!) = 2b²·5760 = 1. Then

∫u_F r u_D dr = 4ab(6·8! − 9!) = −12·8!·ab = −6√(8!/5760) = −6√7.

Its size is 15.87 a₀; the computed helium orbitals give 15.89 a₀. The sign depends on the phases chosen for the orbitals and drops out of two-state intensities. So

V_M = F·6√7·√((9−M²)/35),  V_M² = 7.2(9−M²)F².

Per kV/cm this is 0.3436, 0.3239 and 0.2561 cm⁻¹ for |M| = 0, 1 and 2.

**Q:** Then give me the intensity, not merely the statement that it isn't zero.

**A:** Keep 4D at energy 0 and 4F at Δ. The eigenvalue equations for the amplitudes are

V a_F = λ a_D,  V a_D + Δ a_F = λ a_F.

Eliminating the amplitudes gives λ² − Δλ − V² = 0. The upper root is λ = (Δ + W)/2, with W = √(Δ² + 4V²). This is the state that grows out of 4F. From a_D/a_F = V/λ, its D weight is

s = V²/(V² + λ²).

The eigenvalue equation gives V² = λ(λ−Δ), and therefore V² + λ² = λ(2λ−Δ) = λW. Thus

s_M = (λ−Δ)/W = ½(1 − Δ/W_M).

The lower state has D weight 1 − s_M.

To turn weights into intensities, I assume equal populations of the upper sublevels and sum over lower sublevels, polarizations and emission directions. I neglect spin-dependent forces, which split the levels slightly and mix 4 3F with 4 1F, and I drop the slight difference in frequency factors. The sum over final 2P sublevels and the three components of r is rotationally invariant, so all five D sublevels have the same total strength. Hence

I_F/I_D = Σs_M / (5 − Σs_M),  M = −2,…,2.

**Q:** What does that look like in a weak field?

**A:** For V ≪ Δ, W ≈ Δ(1 + 2V²/Δ²), so s ≈ V²/Δ². The sum of 9−M² over the five sublevels is 45 − 10 = 35. The sum of V_M² is therefore 252F², its mean is 50.4F², and

I_F/I_D ≈ 50.4F²/Δ².

The mean squared coupling per (kV/cm)² is

(0.3436² + 2×0.3239² + 2×0.2561²)/5 = 0.0918 cm⁻².

Dividing by 8.349² cm⁻² gives 0.00132. At 1 kV/cm the forbidden line has about 0.13% of the intensity of its neighbour. This number scales as Δ⁻²; since the model gap is somewhat too large, the onset is probably underestimated by a few tens of percent.

A polarizer or a fixed viewing direction would weight the M values differently. That generally changes the coefficient, but each s_M still starts as F².

**Q:** If it grows as F², at 50 kV/cm it would be over three times as strong as the allowed line. That can't be right.

**A:** It isn't, because the expansion has failed by then. A useful scale is the field at which twice the root-mean-square coupling equals the gap:

F_t = 8.349/(2√0.0918) ≈ 13.8 kV/cm.

Take 10 kV/cm, somewhat below it. The couplings are 3.436, 3.239 and 2.561 cm⁻¹, so W is 10.81, 10.57 and 9.79 cm⁻¹, and s is 0.114, 0.105 and 0.074. Counting ±M,

Σs = 0.114 + 2×0.105 + 2×0.074 ≈ 0.47,
I_F/I_D ≈ 0.47/4.53 ≈ 0.104.

The quadratic law gives 0.132. At 50 kV/cm it gives 3.29, while the two-state result is 0.57.

In the opposite limit, V ≫ Δ, W ≈ 2|V| and s ≈ ½ − Δ/(4|V|). Both states become half D, and the ratio tends to 1. For a single M it is approximately 1 − Δ/|V|, so saturation is slow: the correction falls as 1/F. The lines also move apart, since their separation is W rather than Δ.

**Q:** So the field creates new light until both lines are equally bright?

**A:** In the two-state model it creates none. The D weights add to 1 for each M, so what the forbidden line gains, the allowed one loses. I compared this with a diagonalization containing many outer orbitals, l up to 5, and field-dressed 2P states. At 10 kV/cm the two strengths, relative to the zero-field allowed line, are 0.905 and 0.095, with a sum of 1.000.

**Q:** Then equality is at least a ceiling. A forbidden line can't outshine the allowed one.

**A:** That ceiling belongs to the two-state model. The larger calculation gives these summed ratios:

50 kV/cm: 0.61 (two-state 0.57)
100 kV/cm: 0.84 (two-state 0.75)
150 kV/cm: 0.98 (two-state 0.83)
200 kV/cm: 1.10 (two-state 0.87)

The missing neighbour is 4P, a distance Π = 244 cm⁻¹ below 4D in this model. Let U be its coupling to 4D. The P equation is −Πa_P + U a_D = λa_P, so a_P = U a_D/(λ+Π). Inserting this into the D equation gives

[U²/(λ+Π)] a_D + V a_F = λa_D.

For |λ| ≪ Π, 4D is effectively raised by U²/Π. Roughly when this shift exceeds Δ, the effective D level lies above F, and the upper state takes the larger D share. For M = 0 the condition U²/Π = Δ gives 98 kV/cm; it is only an estimate, since |λ|/Π reaches about a quarter at 150 kV/cm. That state is still the one connected continuously to 4F, because levels of the same M repel instead of crossing.

For M = 0 the ratio passes 1 near 102 kV/cm and reaches 1.23 at 150 kV/cm. Removing the 4P–4D coupling from the upper-state calculation, and nothing else, brings the latter down to 0.82. For |M| = 2 there is no P partner, since a P state has |M| ≤ 1; there the ratio at 150 kV/cm is 0.79. These figures carry the model's level spacings. With the n = 4 triplet levels moved to the measured spacings (Δ ≈ 7.4 cm⁻¹, Π ≈ 227 cm⁻¹), the M = 0 ratio passes 1 near 92 kV/cm and is 1.29 at 150 kV/cm, and the four summed ratios become 0.65, 0.88, 1.02 and 1.14.

**Q:** Does the total strength of the pair still hold there?

**A:** Not quite. At 150 kV/cm the sum is 0.965 of its zero-field value. The equation for a_P shows that some D character must enter the P-like state, which would remove strength from this pair. In this model that accounts for the loss: the line from the P-like state carries 0.035 of the zero-field strength, and without the 4P–4D coupling the pair keeps 0.999. The calculation also uses a bounded basis and leaves out field ionization and line widths. If the lines are broader than their separation, the forbidden component may be present without being resolved.

**Q:** Then my mistake was to attach the prohibition to a wavelength.

**A:** Yes. It belongs to a pair of states with definite parity. The field replaces those states by others. As long as 4P can be ignored, the size of V_M compared with Δ tells you how much of the prohibition is left; in stronger fields the 4P–4D coupling matters too. The numerical output gives the ratios from 0.2 to 200 kV/cm.

Calculated quantities

```
He+ core polarizability: 0.28125 a.u.
gap 4F - 4D: 8.349 cm^-1
gap 4F - 4D without core polarization: 2.121 cm^-1
gap 4D - 4P: 243.9 cm^-1
gap 4D - 4S: 1177.7 cm^-1
model vacuum wavelength 2P-4D: 444.5 nm
allowed line used for wavelength conversion: 447.1 nm
zero-field line separation: 0.1669 nm
radial D-F integral, computed: 15.8863 a0
radial D-F integral, hydrogenic: 15.8745 a0
|M|=0: D-F dipole 8.0498 a0; coupling per kV/cm 0.3436 cm^-1
|M|=1: D-F dipole 7.5895 a0; coupling per kV/cm 0.3239 cm^-1
|M|=2: D-F dipole 6.0000 a0; coupling per kV/cm 0.2561 cm^-1
onset coefficient: 0.001317 per (kV/cm)^2
turnover field: 13.78 kV/cm
Intensity ratio F-like/D-like, summed over M (dimensionless)
field kV/cm | quadratic | two-state | full
   0.2 | 0.000053 | 0.000053 | 0.000053
   1.0 | 0.001317 | 0.001313 | 0.001311
   2.0 | 0.005269 | 0.005209 | 0.005201
   5.0 | 0.032929 | 0.030778 | 0.030791
  10.0 | 0.131716 | 0.104121 | 0.104760
  20.0 | 0.526866 | 0.271284 | 0.276421
  50.0 | 3.292910 | 0.573509 | 0.605218
 100.0 | 13.171638 | 0.754998 | 0.844162
 150.0 | 29.636186 | 0.828820 | 0.984349
 200.0 | 52.686554 | 0.868560 | 1.098217
Strengths relative to the zero-field allowed line (full)
10 kV/cm: D-like 0.9050, F-like 0.0948, sum 0.9998
50 kV/cm: D-like 0.6203, F-like 0.3754, sum 0.9957
150 kV/cm: D-like 0.4862, F-like 0.4786, sum 0.9648
Full ratio by |M| at 150 kV/cm (dimensionless)
|M|=0: 1.2277
|M|=1: 1.1168
|M|=2: 0.7875
M=0 at 150 kV/cm without 4P-4D coupling: 0.8175
field where the M=0 ratio passes 1: 102.0 kV/cm
```
